\section*{Exact Elimination of a Zero-Capacitance Node from a Thermal Network, part 2}

A thermal network has nodes with heat capacities $C_i\ge0$ (J/K), prescribed powers $P_i(t)$ (W) and temperatures $\theta_i$ (K), measured as rises above a fixed ambient. Node 0 is the ambient, with $\theta_0=0$. The link between nodes $i$ and $j$ has conductance $g_{ij}=g_{ji}\ge0$ (W/K), constant unless stated otherwise. The balance of node $i$ is
\begin{equation}
C_i\frac{d\theta_i}{dt}=\sum_{j\ne i}g_{ij}(\theta_j-\theta_i)+P_i,
\label{balance}
\end{equation}
where the sum includes $j=0$.

The problem is to remove a node $x$ while keeping the temperatures of the other, retained nodes. Node $x$ and its arms $g_j=g_{xj}$ form a star. The sum of the arms, including the ambient arm $g_0$, is $S>0$. If $x$ is massless, meaning $C_x=0$, its balance gives
\begin{equation}
\theta_x=\frac1S\left(\sum_{j\ne x}g_j\theta_j+P_x\right).
\label{thetax}
\end{equation}
The retained nodes then obey balances of the same form, with
\begin{equation}
g'_{ij}=g_{ij}+\frac{g_ig_j}{S},\qquad
P'_i=P_i+\frac{g_i}{S}P_x .
\label{rule}
\end{equation}
The first formula also holds for $j=0$. The share $g_0P_x/S$ goes directly to ambient.

For $C_x=0$ this reduced network gives the same retained temperatures as the full one at all times, transients included. Solutions without sources decay as $e^{-t/\tau}$. The full network has the time constants $\tau$ of the reduced one and, in addition, $\tau=0$ for the massless node.

Two numerical checks were made. On a random network, the full and reduced solutions differed by at most $2\times10^{-10}$ K. In 300 further random networks with nonnegative links, no equivalent conductance was negative beyond rounding error, and the order of elimination did not matter.

\subsection{A junction with a little heat capacity}

Real junctions have some capacity. The simplest test is one body of capacity $C_1$, joined by $a$ to a junction, which is joined by $c$ to ambient. Let $S=a+c$ and let solutions decay as $e^{-\lambda t}$. The two balances have a nonzero solution when
\begin{align}
0&=(a-C_1\lambda)(S-C_x\lambda)-a^2\nonumber\\
&=ac-(C_1S+C_xa)\lambda+C_1C_x\lambda^2 .
\end{align}
For $C_x=0$ the root is $\lambda_0=ac/(SC_1)$, the series conductance divided by the capacity. To first order in $C_x$, put $\lambda_0$ in the small quadratic term and solve for $\lambda$:
\begin{equation}
\lambda\simeq\frac{ac+C_1C_x\lambda_0^2}{C_1S+C_xa}
\simeq\lambda_0\left[1+\frac{C_x}{C_1}\left(\frac{ac}{S^2}-\frac aS\right)\right].
\end{equation}
Because $c/S-1=-a/S$, the bracket equals $1-(a/S)^2C_x/C_1$. The slow decay behaves as if the body had the capacity $C_1+(a/S)^2C_x$. The second root tends to $S/C_x$ and describes the fast relaxation of the junction.

For a general star, the balance of $x$ after a Laplace transform is
\begin{equation}
(S+sC_x)\hat\theta_x=\sum_j g_j\hat\theta_j+\hat P_x+C_x\theta_x(0),
\end{equation}
where a hat denotes the transform and $s$ its variable. Elimination now gives, between two retained nodes, the link
\begin{equation}
\hat g_{ij}(s)=g_{ij}+\frac{g_ig_j}{S+sC_x}.
\end{equation}
It depends on $s$ when $C_x>0$ and both arms are nonzero, so no constant conductance can reproduce it. The link to ambient is not given by this formula with $j=0$. Because $(S+sC_x)\hat\theta_i$ exceeds $\sum_jg_j\hat\theta_i$ by $sC_x\hat\theta_i$, it has a further term that stands for the heat stored in the junction:
\begin{equation}
\hat g_{i0}(s)=g_{i0}+\frac{g_i(g_0+sC_x)}{S+sC_x}.
\end{equation}
For the single body above this is $a(c+sC_x)/(S+sC_x)\simeq ac/S+s(a/S)^2C_x$, which is the series conductance plus the added capacity already found.

The error is clearer in time. Let $u=(\sum_jg_j\theta_j+P_x)/S$ be the temperature that a junction without capacity would have for the same neighbours, and let $\delta=\theta_x-u$. With $\tau_x=C_x/S$, the balance of $x$ is $d\theta_x/dt=-\delta/\tau_x$, so
\begin{equation}
\frac{d\delta}{dt}=-\frac{\delta}{\tau_x}-\frac{du}{dt}.
\label{lag}
\end{equation}
The first term forgets the starting mismatch $\delta(0)$ within a few $\tau_x$. Afterwards, if $u$ changes slowly over $\tau_x$, the junction lags by $\delta\simeq-\tau_x\,du/dt$. The starting mismatch sends into neighbour $i$ the extra heat
\begin{equation}
g_i\int_0^\infty\delta(0)e^{-t/\tau_x}dt=\frac{g_i}{S}C_x\delta(0).
\label{excess}
\end{equation}
This is its share of the junction's excess heat. Both the lag and this heat are proportional to $C_x$ at leading order, and so is the error in the retained temperatures.

\subsection{A closed electronics box}

A closed aluminium box contains a processor on a heat sink, a voltage regulator on a smaller one, and a fan that stirs the air. The nodes are the processor sink (1), the regulator sink (2), the case (3) and the air, which plays the part of $x$. Ambient is at 25 $^\circ$C. All parameters are rough round values for equipment of this kind.

With $2.4$ J/(cm$^3$\,K) for aluminium and volumes of 40, 10 and 200 cm$^3$, the capacities are 96, 24 and 480 J/K. The film coefficient inside is 30 W/(m$^2$\,K), and the areas touching the air are 600, 150 and 1000 cm$^2$. Hence
\begin{equation}
g_1=30\times0.060=1.8,\quad g_2=30\times0.015=0.45,\quad g_3=30\times0.100=3.0
\end{equation}
in W/K. A plastic panel of 400 cm$^2$ with 5 W/(m$^2$\,K) joins the air to ambient by $g_0=0.2$ W/K. The case loses heat from 2000 cm$^2$ with 10 W/(m$^2$\,K), so $g_{30}=2.0$ W/K. The circuit board gives $g_{12}=0.05$ W/K and the standoffs give $g_{13}=0.10$ W/K. The powers are 30 W in the processor, 6 W in the regulator and 2 W from the fan into the air.

The sum of arms is $S=0.2+1.8+0.45+3.0=5.45$ W/K. The largest link made by the elimination is that between processor sink and case:
\begin{equation}
\frac{g_1g_3}{S}=\frac{1.8\times3.0}{5.45}=0.991\ \text{W/K},\qquad
g'_{13}=0.100+0.991=1.091\ \text{W/K}.
\end{equation}
The other totals are $g'_{12}=0.199$, $g'_{23}=0.248$, $g'_{10}=0.066$, $g'_{20}=0.017$ and $g'_{30}=2.110$ W/K. Four arms have produced six links, all positive. The processor sink takes the fraction $1.8/5.45=0.330$ of the fan power, so its source becomes $30+0.330\times2=30.66$ W. The sources of the regulator sink and the case become 6.17 and 1.10 W, and 0.07 W goes directly to ambient.

The reduced network has time constants of 46, 64 and 288 s. The full set has these three and a zero, as derived above. The rises after switching on from ambient temperature are as follows.

\begin{center}
\begin{tabular}{rrrrr}
time & processor & regulator & case & air\\
(s) & (K) & (K) & (K) & (K)\\
60 & 13.8 & 12.0 & 1.2 & 6.6\\
300 & 31.7 & 29.9 & 9.0 & 18.3\\
1200 & 41.2 & 39.5 & 16.0 & 26.1\\
steady & 41.6 & 39.9 & 16.4 & 26.4
\end{tabular}
\end{center}

At the three finite times, the full equations with massless air agree with these values, before rounding, to about $10^{-9}$ K. The air column comes from \eqref{thetax}. In the steady state,
\begin{equation}
\theta_x=\frac{1.8\times41.64+0.45\times39.94+3.0\times16.36+2}{5.45}=26.42\ \text{K}.
\end{equation}
The heat leaving the box is then $2.0\times16.36+0.2\times26.42=38.0$ W, equal to the power supplied. The processor sink reaches $25+41.6=66.6$ $^\circ$C.

Two altered networks show what the bookkeeping is worth. If the fan power is left out and all links are kept, the steady processor rise falls by 1.4 K. If instead the three ambient links made by the star are left out, with the reduced sources unchanged, it increases by 5.1 K. Those links add up to only $0.066+0.017+0.110=0.193$ W/K, but in the steady state they carry $0.066\times41.6+0.017\times39.9+0.110\times16.4=5.2$ W. Without them this heat must leave through the outside link of the case, which raises the case by $5.2/2.0=2.6$ K. The rest of the increase arises because the heat that the two sinks gave directly to ambient must now first cross to the case.

\subsection{How massless is the air?}

The box holds 1000 cm$^3$ of air. A diatomic ideal gas at pressure $p$ and absolute temperature $T$ has a heat capacity per volume of $\tfrac72p/T$ at constant pressure, which gives 1.19 J/K at one atmosphere and 25 $^\circ$C. For a sealed volume the factor would be $\tfrac52$, so this value errs on the high side. The air relaxes in $\tau_x=1.19/5.45=0.22$ s, far below the shortest retained time constant of 46 s.

With massless air, the air temperature jumps by $2/5.45=0.37$ K at switch-on. Air with capacity starts at zero rise and closes this gap within a few $\tau_x$. From then on it lags. Early in the warm-up the three retained nodes heat at about $30.66/96=0.319$, $6.17/24=0.257$ and $1.10/480=0.002$ K/s. Weighted with their shares 0.330, 0.083 and 0.551, these rates give $du/dt\simeq0.13$ K/s and a lag of about 0.03 K.

The full network with this air capacity was solved from 0.1 to 5000 s. Its retained temperatures differ from the reduced ones by at most 0.031 K on the time grid used. If the air starts 20 K hot, the largest difference is 0.079 K. Equation \eqref{excess} explains the latter. The starting mismatch is $20-0.37=19.63$ K and the excess heat is $1.19\times19.63=23.4$ J. The processor sink receives 33\% of it and warms by $0.330\times23.4/96=0.080$ K. The regulator sink warms by the same amount, because $g_2/C_2=0.45/24$ equals $g_1/C_1=1.8/96$. Halving the air capacity divides the two largest differences by 1.999 and 1.982, as expected for an error of first order in $C_x$.

Two practical conditions follow for treating a node as massless. First, $C_x/S$ must be short compared with the times of interest and with the changes of its sources and neighbours. Second, the heat that the node stores must be too small to matter to those neighbours. This includes the excess starting heat and also the heat taken up later: while $u$ changes by $\Delta u$, the lag $-\tau_x\,du/dt$ withholds from neighbour $i$ the heat $g_i\tau_x\Delta u=(g_i/S)C_x\Delta u$. The second condition does not follow from the first. In the earlier example of one body and a junction, take $c\ll a$ and $C_x=C_1$. Then $C_x/S$ is far shorter than the slow decay, yet the junction doubles the capacity that must cool. The air temperature itself is not reproduced during the first few $\tau_x$.

\subsection{Links that depend on temperature}

The elimination used constant arms at $x$. It did not use the constancy of the other links. A link between two retained nodes, or from a retained node to ambient, may depend on temperature: its term stays in the retained balance untouched. The transients still agree, provided the resulting retained equations have a unique solution. If an arm of $x$ depends on temperature, the balance of $x$ is no longer linear in the temperatures, and the constant links in \eqref{rule} are no longer justified.

The outside of the case offers a test. Let half of its 2.0 W/K vary as the fourth root of the case rise, a simple model of natural convection, scaled to leave the steady value unchanged. The reduced network was compared with the full one, in which the air was given the tiny capacity $10^{-5}$ J/K. The largest difference was $3\times10^{-7}$ K. The varying link itself changes the warm-up: the processor sink is at most 0.35 K hotter than with a constant link, at about 530 s, because the outside link stays below 2.0 W/K until the case reaches its steady rise.

\subsection{The model beside a real box}

The film coefficients are of the usual rough size for fan-driven air inside and for natural convection with radiation outside. The outside value of 10 W/(m$^2$\,K) presumes a painted or anodised case: at a rise of 16 K convection supplies only about half of it. Bare aluminium radiates little, and with 5 W/(m$^2$\,K) the steady processor rise would be about 55 K instead of 42 K. The elimination is exact for the network, but the network is a coarse picture of a box. Four omissions can be sized with the same parameters.

First, the processor sink radiates to the case. For nearby absolute temperatures, $T_1^4-T_3^4=(T_1-T_3)(T_1+T_3)(T_1^2+T_3^2)\simeq4T_m^3(T_1-T_3)$, where $T_m$ is their mean. Treat the case as a large enclosure, and give the sink an emissivity $\epsilon=0.8$ and an outer envelope $A=150$ cm$^2$. The additional link $4\epsilon\sigma T_m^3A$, with $\sigma$ the Stefan--Boltzmann constant, is 0.095 W/K. It lowers the steady processor rise by 1.7 K.

Second, the fins are cooler at their tips. Let a fin have height $H$, thickness $w$ and conductivity $\kappa$, and let $\phi(y)$ be its excess over the air at distance $y$ from the base. With film coefficient $h$ on both faces and no heat loss at the tip,
\begin{equation}
\kappa w\,\phi''=2h\phi,\qquad
\phi(y)=\phi(0)\frac{\cosh m(H-y)}{\cosh mH},\qquad m^2=\frac{2h}{\kappa w}.
\end{equation}
Averaging over the height gives the efficiency $\tanh(mH)/(mH)$. For $H=30$ mm, $w=1$ mm and $\kappa=200$ W/(m\,K) it is 0.919. Applying this factor to the whole arm $g_1$ increases the steady processor rise by 1.2 K.

Third, the air is not perfectly mixed. The processor sink gives it $1.8\times(41.64-26.42)=27.4$ W. A fan flow of 10 litres per second, all passing through this sink, carries $1.19\times10=11.9$ W per kelvin, so the air warms by 2.3 K on its way through. This uses the air density at 25 $^\circ$C; for air at one atmosphere and its steady 51 $^\circ$C the figure is 2.5 K. One air temperature is uncertain by an amount of this order.

Fourth, the largest of these differences is that node 1 is the sink and not the chip. With a rough 0.3 K/W between them, 30 W puts the processor junction 9 K higher, near 76 $^\circ$C. Against these kelvins, the few hundredths of a kelvin from the neglected heat capacity of the air in the cold start are small. For this box and a cold start, treating the air as massless is a smaller source of error than any of these four omissions. The numerical output lists the values in full.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Random network, largest full-reduced difference: 2e-10 K
Random networks checked for sign and order: 300
Nodes: 0 ambient, 1 processor sink, 2 regulator sink, 3 case, 4 air
Ambient: 25 C
Aluminium heat capacity: 2.4 J/(cm3 K)
Aluminium volumes 1,2,3: [ 40.  10. 200.] cm3
Heat capacities 1,2,3: [ 96.  24. 480.] J/K
Film coefficients inside, outside, panel: 30, 10, 5 W/(m2 K)
Areas to air 1,2,3: [ 600.  150. 1000.] cm2
Areas outside case, panel: 2000, 400 cm2
Powers in 1,2,3,4: [30.  6.  0.  2.] W
Star links air to 0,1,2,3: [0.2  1.8  0.45 3.  ] W/K
Sum of star links S: 5.450 W/K
Source shares of 0,1,2,3: [0.0367 0.3303 0.0826 0.5505]
Link 0-1: direct 0.0000, from star 0.0661, total 0.0661 W/K
Link 0-2: direct 0.0000, from star 0.0165, total 0.0165 W/K
Link 0-3: direct 2.0000, from star 0.1101, total 2.1101 W/K
Link 1-2: direct 0.0500, from star 0.1486, total 0.1986 W/K
Link 1-3: direct 0.1000, from star 0.9908, total 1.0908 W/K
Link 2-3: direct 0.0000, from star 0.2477, total 0.2477 W/K
Reduced powers to 0,1,2,3: [ 0.0734 30.6606  6.1651  1.1009] W
Time constants: [ 46.3  64.4 288.2] s
Air rise just after switch-on: 0.367 K
Rises 1,2,3,4 at 60 s: [13.79 11.97  1.19  6.56] K; heat to ambient 3.69 W
Rises 1,2,3,4 at 300 s: [31.73 29.87  9.03 18.29] K; heat to ambient 21.73 W
Rises 1,2,3,4 at 1200 s: [41.2  39.5  16.03 26.06] K; heat to ambient 37.28 W
Steady rises 1,2,3,4: [41.64 39.94 16.36 26.42] K
Steady processor sink: 66.6 C
Example, largest full-reduced difference: 1e-09 K
Fan power dropped, steady change of 1: -1.39 K
Star's ambient links dropped, change of 1: 5.14 K
Air volume 1000 cm3, heat capacity 1.19 J/K
Air relaxation time C/S: 0.218 s
Air capacity neglected, largest error in 1-3: 0.031 K
Same, air starting 20 K hot: 0.079 K
Error ratio for halved air capacity, cold and hot start: 1.999, 1.982
Radiation: emissivity 0.8, envelope 150 cm2, link 0.095 W/K
Radiation, steady change of 1: -1.71 K
Fins: 30 mm high, 1 mm thick, 200 W/(m K)
Fin efficiency 0.919, change of 1: 1.20 K
Fan flow 10 litre/s, heat from 1 to air 27.39 W
Air heating across processor sink: 2.30 K
Junction above sink at 0.3 K/W: 9.0 K
Varying half of outside link: 1.00 W/K
Varying convection, largest change of 1: 0.35 K at 526 s
Nonlinear case, full-reduced difference: 3e-07 K
\end{verbatim}
